# The Two-Electron Al–C–Al Bridge in the Nearest-Neighbour Orbital Model

## Scale and symmetry

Place one orbital on each atom of an Al–C–Al bridge. Let all three have energy $e$, and let a hopping $t$ connect carbon to each aluminium. The energy $e$ only fixes the zero from which levels are measured, so it cancels from any gain taken relative to electrons on the uncoupled sites. The hopping is then the one remaining energy, and the gain must be a number times a power of $t$ with the dimension of energy. Reversing the sign of the carbon orbital changes $t$ into $-t$ without changing any level. Hence

$$
G=g\,|t|, \tag{1}
$$

where $g$ is a pure number.

Mirror symmetry shows where $g$ comes from. Carbon couples to the symmetric combination of the two aluminium orbitals, and its amplitudes from the two sides add. The antisymmetric combination does not couple to carbon, because the amplitudes cancel. The problem is thus a two-level problem with an enhanced coupling.

The result to be derived is $g=2\sqrt2$ for two electrons of opposite spin. It holds for real, orthonormal orbitals with equal site energies, no direct Al–Al hopping and no repulsion between the two electrons. The reference is two electrons on uncoupled sites, with total energy $2e$. This reference matters: the gain is not the energy released when an existing Al–C bond turns into a bridge.

## Why the bridge holds two electrons

Trimethylaluminium, Al(CH$_3$)$_3$, is an aluminium precursor for vapour deposition. Its dimer, Al$_2$(CH$_3$)$_6$, has four terminal methyl groups and two bridging ones. Each aluminium atom has three valence electrons and gives one to each of its two terminal bonds, which leaves one. The two aluminium atoms therefore supply two electrons to the bridges, and the two bridging methyl groups supply one each. Four electrons serve two bridges, or two electrons per bridge.

In one bridge, each aluminium contributes a hybrid orbital directed towards the bridging carbon, and the methyl group contributes a carbon hybrid directed between the metal atoms. The hydrogen atoms and the other bonds enter only through the values of the parameters.

## Levels and gain

Write the orbital of one electron as

$$
\psi=a\,\phi_{\rm L}+c\,\phi_{\rm C}+b\,\phi_{\rm R}, \tag{2}
$$

where L and R label the left and right aluminium atoms. Projecting $H\psi=E\psi$ on each orbital in turn gives

$$
(E-e)a=tc,\qquad (E-e)c=t(a+b),\qquad (E-e)b=tc. \tag{3}
$$

Subtracting the third equation from the first gives

$$
(E-e)(a-b)=0. \tag{4}
$$

There are two possibilities. If $a\ne b$, then $E=e$. The first equation in (3) then requires $c=0$, and the second requires $b=-a$. This is the nonbonding orbital, which has no weight on carbon.

If $a=b$, equations (3) become

$$
(E-e)a=tc,\qquad (E-e)c=2ta. \tag{5}
$$

Multiply the second equation by $E-e$ and replace $(E-e)a$ by $tc$:

$$
(E-e)^2c=2t^2c. \tag{6}
$$

Here $c$ cannot vanish. If it did, the second equation in (5) would give $a=0$ for $t\neq0$, and no orbital would be left. Dividing by $c$ and taking the root,

$$
E_\pm=e\pm\sqrt2\,|t|. \tag{7}
$$

The factor $\sqrt2$ is the enhanced coupling found from symmetry: the normalized combination $(\phi_{\rm L}+\phi_{\rm R})/\sqrt2$ has matrix element $(t+t)/\sqrt2=\sqrt2\,t$ with carbon.

Two electrons of opposite spin can both occupy $E_-$. Their energy is $2E_-$, so

$$
G=2e-2E_-=2\sqrt2\,|t|. \tag{8}
$$

A third and a fourth electron would enter the nonbonding level at energy $e$. In this model they neither add to the gain nor reduce it.

## Electron distribution and bond order

For orbitals taken in phase, $t<0$. At $E_-=e+\sqrt2\,t$, the first equation in (5) gives $\sqrt2\,ta=tc$, hence $c=\sqrt2\,a$. Normalization requires $a^2+c^2+b^2=4a^2=1$, and therefore

$$
(a,c,b)=\left(\tfrac12,\tfrac1{\sqrt2},\tfrac12\right). \tag{9}
$$

Multiplying the squared amplitudes by two electrons gives populations of $\tfrac12$, 1 and $\tfrac12$. The bond order of each link is

$$
p=2ac=\frac1{\sqrt2}\simeq0.707. \tag{10}
$$

The energy can be rebuilt from these quantities. The site terms give $2e$. Each link contributes $2tp$, because the hopping acts in both directions. The total is

$$
2e+4tp=2e+2\sqrt2\,t, \tag{11}
$$

in agreement with (8) for $t<0$. An ordinary two-centre bond between equal sites has bond order 1. Each link of the bridge is weaker than that, but the two links together have bond order $\sqrt2$.

## Comparison with an ordinary bond

Let the two hoppings differ, with values $t_1$ and $t_2$. The site equations are then

$$
(E-e)a=t_1c,\quad (E-e)c=t_1a+t_2b,\quad (E-e)b=t_2c. \tag{12}
$$

For $E\ne e$, multiply the middle equation by $E-e$ and insert the outer two. This gives $(E-e)^2c=(t_1^2+t_2^2)c$, so the gain of two electrons is

$$
G=2\sqrt{t_1^2+t_2^2}. \tag{13}
$$

Equal hoppings return (8). Setting $t_2=0$ leaves a two-centre bond with gain $2|t_1|$. The squares add because carbon couples only to the normalized combination $(t_1\phi_{\rm L}+t_2\phi_{\rm R})/\sqrt{t_1^2+t_2^2}$, with strength $\sqrt{t_1^2+t_2^2}$. At equal site energies, a second neighbour of equal strength therefore raises the gain by a factor $\sqrt2$, not 2.

If a terminal bond has hopping $t_t$, replacing it by a bridge changes the gain by

$$
\Delta G=2\left(\sqrt2\,|t|-|t_t|\right). \tag{14}
$$

For equal hoppings this is $2(\sqrt2-1)|t|\simeq0.83|t|$, much less than the full gain (8). If bridging weakens the hopping so far that $|t|<|t_t|/\sqrt2$, the change is negative and the bridge is unfavourable even before other costs are counted.

## A worked bridge

Take $t=-4$ eV in the bridge and $t_t=-5$ eV in a terminal bond. The bridge hopping is weaker because its bonds are longer and the carbon hybrid points between the two metal atoms. These are round values chosen for illustration, not fitted to trimethylaluminium. Their ratio, 0.8, lies above the threshold $1/\sqrt2$ of (14) by choice. Minimal-basis Hartree–Fock or LDA matrix elements between orthogonalized ideal hybrids of the dimer give a ratio nearer 0.64, together with a direct Al–Al hopping of about $0.4\,t$. These numbers depend on how the orbitals are defined, but with them the equal-energy bridge beats a terminal bond only once the Al–Al hopping treated below is included. Let the aluminium and carbon hybrids lie at $-7$ and $-13$ eV. The equal-energy model replaces both by their mean, $e=-10$ eV.

The lowest level is $-10-4\sqrt2=-15.66$ eV, and the gain is

$$
G=2\sqrt2\times4\ {\rm eV}=11.31\ {\rm eV}, \tag{15}
$$

or about 1092 kJ/mol. A terminal bond in the same model gains $2\times5=10$ eV. By (14), the bridge is therefore better by only $11.31-10.00=1.31$ eV. Most of the gain in (15) was already present in the ordinary bond.

## What the model leaves out

The following corrections are applied one at a time, with the other parameters held fixed.

**Unequal site energies.** Let carbon lie below aluminium by $D=e_{\rm Al}-e_{\rm C}>0$, and let $\bar e$ be the mean of the two energies. The symmetric aluminium combination and carbon then have energies $\bar e+D/2$ and $\bar e-D/2$, with coupling $\sqrt2\,t$. The levels follow from

$$
(E-\bar e)^2-\frac{D^2}{4}=2t^2, \tag{16}
$$

so the lower one is

$$
E=\bar e-R,\qquad R=\sqrt{\frac{D^2}{4}+2t^2}. \tag{17}
$$

The gain now depends on where the separated electrons are placed. One electron on carbon and one on aluminium have energy $2\bar e$, which gives a gain $2R$. Two electrons on carbon have energy $2\bar e-D$, which gives $2R-D$. For $D=6$ eV, $R=\sqrt{9+32}=6.403$ eV, and the two gains are 12.81 and 6.81 eV. They merge into (8) when $D=0$.

The limit $D\gg|t|$ is instructive. Expanding the root gives $R\simeq D/2+2t^2/D$, so

$$
2R-D\simeq\frac{4t^2}{D}. \tag{18}
$$

A two-centre bond has $t^2$ in place of $2t^2$ under the root and gives $2t^2/D$. In this limit a carbon lone pair gains equally from each aluminium neighbour, and the gains add. The saturation that reduces the factor from 2 to $\sqrt2$ belongs to strong mixing.

**Direct Al–Al hopping.** Call it $t'$. In the symmetric state, each aluminium equation acquires a term $t'a$. With $x=E-e$, equations (5) become $(x-t')a=tc$ and $xc=2ta$. Eliminating the amplitudes gives $x^2-t'x-2t^2=0$, whose lower root is

$$
x=\frac{t'-\sqrt{t'^2+8t^2}}2. \tag{19}
$$

The gain is $-2x=\sqrt{t'^2+8t^2}-t'$. For $t'=-1$ eV it is 12.36 eV; for $t'=+1$ eV it is 10.36 eV. The sign matters because the bonding orbital has equal phases on the two aluminium atoms. The antisymmetric level lies at $e-t'$ and would become the lowest for $t'>|t|$, where (19) no longer describes the ground state.

**Overlap.** Let neighbouring orbitals overlap by $s$, and define $t=H_{12}-es$, so that $t$ does not depend on the energy zero. The off-diagonal element of $H-ES$ is then $t-xs$. Equations (5) become

$$
xa=(t-xs)c,\qquad xc=2(t-xs)a. \tag{20}
$$

Hence $x^2=2(t-xs)^2$. For $t<0$ and $0<s<1/\sqrt2$, the bonding root satisfies $x=\sqrt2(t-xs)$, so

$$
x=\frac{\sqrt2\,t}{1+\sqrt2\,s}. \tag{21}
$$

With $s=0.3$ the gain falls to 7.94 eV, a reduction of about 30% relative to (15). This correction applies if $t$ was obtained for overlapping orbitals. It must not be added if $t$ already refers to orthogonalized ones. Orthogonalization also shifts the site energies and creates a direct Al–Al hopping, however, and these must then be kept along with the new $t$.

**Electron repulsion.** Let $U$ be the effective extra energy when both electrons are on the same site, relative to different sites. In the orbital (9), the probability of double occupation is the sum of the fourth powers of the amplitudes:

$$
\frac1{16}+\frac14+\frac1{16}=\frac38. \tag{22}
$$

To first order the gain falls by $3U/8$. For $U=5$ eV this gives $11.314-1.875=9.439$ eV. Diagonalizing the full two-electron problem in the same three orbitals gives 9.77 eV. The difference of 0.33 eV is the energy recovered when the two-electron state changes so as to reduce double occupation.

**The second bridge.** The two bridges of the dimer meet at the aluminium atoms, where their hybrids are coupled by $v=(e_s-e_p)/4$. This follows because two orthogonal sp$^3$ hybrids have s amplitudes whose product is $\tfrac14$ and p parts whose scalar product is $-\tfrac14$. With $e_s=-10.75$ eV and $e_p=-5.75$ eV, $v=-1.25$ eV.

Two contacts, each with amplitudes $\tfrac12$ and $\tfrac12$, couple the two bonding orbitals by $v/2$. The levels shift by $\pm v/2$, and since both are filled the shifts cancel. To second order, each bonding orbital also mixes with the antibonding orbital of the other bridge. The coupling again has magnitude $|v|/2$, and the energy separation is $2\sqrt2|t|$. Mixing with the nonbonding orbital cancels by symmetry. Two electrons per bridge thus gain

$$
\frac{2(v/2)^2}{2\sqrt2\,|t|}
=\frac{2\times0.391}{11.31}\ {\rm eV}
\simeq0.07\ {\rm eV}, \tag{23}
$$

in agreement with the change from 11.31 to 11.38 eV found by diagonalizing the six-orbital ring.

## From bridge gain to dimer binding

Separating the dimer replaces two bridges by two terminal bonds. It also changes the aluminium hybrids from sp$^3$ to sp$^2$. With the populations of the equal-energy model, each aluminium holds three electrons in either form. In the monomer they occupy three sp$^2$ hybrids, with energy $e_s+2e_p$. In the dimer they occupy sp$^3$ hybrids, each one-quarter s and three-quarters p, with energy $3(e_s+3e_p)/4$. Forming the dimer therefore costs, per aluminium,

$$
\frac34(e_s+3e_p)-(e_s+2e_p)=\frac{e_p-e_s}{4}=1.25\ {\rm eV}. \tag{24}
$$

Two bridges bring $2\times1.314\simeq2.63$ eV beyond the terminal bonds they replace. The hybrid change takes back 2.50 eV, leaving a binding of only 0.13 eV. This count leaves out the couplings between hybrids on the same aluminium atom. They matter here: diagonalizing monomer and dimer with all these couplings kept, and with carbon level with the sp$^3$ hybrid, gives a binding of about 0.9 eV.

A better count keeps the different energies of aluminium and carbon, though it still leaves out those couplings. By the argument leading to (17), a two-centre bond with site difference $D$ has energy $2\bar e-2\sqrt{D^2/4+t_t^2}$. In the monomer the sp$^2$ hybrid lies at $-7.417$ eV, so $\bar e=-10.208$ eV and $D=5.583$ eV. The bond energies are then

$$
\begin{aligned}
E_{\rm mono}&=2(-10.208-5.727)=-31.870\ {\rm eV},\\
E_{\rm term}&=2(-10-5.831)=-31.662\ {\rm eV},\\
E_{\rm bridge}&=2(-10-6.403)=-32.806\ {\rm eV}.
\end{aligned} \tag{25}
$$

The hybrid change is contained in the site energies and must not be charged again. The binding is

$$
B=6E_{\rm mono}-4E_{\rm term}-2E_{\rm bridge}\simeq1.04\ {\rm eV}. \tag{26}
$$

Within these bond-by-bond counts, polarity raises the binding because less electron density sits on aluminium. The derivative of the terminal-bond energy with respect to the aluminium site energy gives the population there, $1-3/5.831\simeq0.49$ electron instead of one. Raising the aluminium hybrid energies in all six bonds therefore costs $6(E_{\rm term}-E_{\rm mono})\simeq1.25$ eV instead of 2.50 eV. The extra gain of the two bridges, $2(E_{\rm term}-E_{\rm bridge})\simeq2.29$ eV, is only a little below the earlier 2.63 eV. Most of this polarity effect belongs to the bond-by-bond count itself. With the couplings between hybrids on the same aluminium atom kept, the binding is 0.91 eV at equal energies and 1.05 eV at $D=6$ eV.

This binding is a small difference between large energies. Reducing $|t|$ from 4 to 3.5 eV, with $t_t$ held at $-5$ eV, changes $B$ from $+1.04$ to $-1.42$ eV. The model explains how two electrons can hold three atoms together, but it cannot predict dimer stability from these round values. That would require far more accurate hoppings and also the effects left out of the count, such as electron repulsion and strain.

## The precursor in use

In the vapour, binding competes with the freedom gained when one molecule becomes two. For an ideal gas at pressure $P$, the translational chemical potential is $-kT\ln(kT/P\Lambda^3)$, where $\Lambda=h/\sqrt{2\pi mkT}$. Take monomer and dimer each at pressure $P$. Since the dimer has twice the mass, $\Lambda_{\rm d}=\Lambda_{\rm m}/\sqrt2$. Dissociation then releases the translational free energy

$$
\begin{aligned}
F&=kT\left[2\ln\frac{kT}{P\Lambda_{\rm m}^3}
-\ln\frac{kT}{P\Lambda_{\rm d}^3}\right]\\
&=kT\left[\ln\frac{kT}{P\Lambda_{\rm m}^3}
-\frac32\ln2\right].
\end{aligned} \tag{27}
$$

For a monomer mass of 72.09 u, 900 K and 1 Torr of each species, $F=1.97$ eV. This exceeds the binding (26), so the model with translation alone favours monomers under these conditions. At 400 K and the same pressures, (27) gives only 0.80 eV, which is less than the binding, and the same count favours the dimer. Rotation, vibration, strain and steric repulsion are left out, and at 400 K they are enough to reverse this verdict. Rigid rotation alone adds about 0.3 eV, bringing the total to about 1.1 eV, above the binding. The measured dissociation enthalpy and entropy, roughly 85 kJ/mol and 180 J/(mol K), give an equilibrium constant near 10 Torr at 400 K, so the real vapour at 1 Torr is already mostly monomer. In a single equal-energy bridge, thermal excitation of the electrons is negligible at 900 K: the gap $\sqrt2|t|=5.66$ eV is about 73 times $kT$.

For the real precursor, the measured energy needed to split the dimer is roughly 0.9 eV. The nearness of (26) to this figure does not validate the parameters, since the change of 0.5 eV in $|t|$ considered above moves the result by about 2.5 eV. One assumption broken in the real molecule is the absence of direct Al–Al hopping, since the metal atoms are only about 2.6 Å apart. Another is that of equal site energies. With the rough difference of 6 eV used here, the gain of 11.3 eV becomes 12.8 or 6.8 eV, depending on the separated reference. None of these is the dimer's dissociation energy. The printed values are collected in the numerical output below.

## Computed values

```
Rough model inputs
Bridge hopping t: -4.000 eV
Terminal hopping tt: -5.000 eV
Al s energy: -10.750 eV
Al p energy: -5.750 eV
Al sp3 energy: -7.000 eV
C hybrid energy: -13.000 eV
Common site energy e: -10.000 eV
Site difference D: 6.000 eV
Direct Al-Al hopping: -1.000 eV
Neighbour overlap s: 0.300 (no unit)
Effective repulsion U: 5.000 eV
Equal-energy bridge
Bonding level: -15.657 eV
Nonbonding level: -10.000 eV
Antibonding level: -4.343 eV
Two-electron gain: 11.314 eV
Two-electron gain: 1091.6 kJ/mol
Four-electron gain: 11.314 eV
Population of each Al: 0.500 electrons
Population of C: 1.000 electrons
Bond order per link: 0.7071 (no unit)
Terminal-bond gain: 10.000 eV
Extra gain if tt=t: 3.314 eV
Extra gain per bridge: 1.314 eV
Effects neglected, one at a time
Gain with D, from C+Al: 12.806 eV
Gain with D, from both on C: 6.806 eV
Gain with Al-Al hopping: 12.358 eV
Gain, Al-Al sign reversed: 10.358 eV
Gain with overlap: 7.944 eV
Gain with U, full: 9.773 eV
Gain with U, first order: 9.439 eV
Al hybrid coupling: -1.250 eV
Gain per coupled bridge: 11.383 eV
Dimer against two monomers
sp2 to sp3 cost per Al: 1.250 eV
Two-bridge extra gain: 2.627 eV
Equal-energy binding: 0.127 eV
Al sp2 energy: -7.417 eV
Polar-count binding: 1.041 eV
Binding, |t| less 0.5 eV: -1.419 eV
Conditions of use
Temperature: 900 K
Pressure of each species: 1.0 Torr
Monomer mass: 72.09 u
Thermal energy kT: 0.0776 eV
Electronic gap / kT: 72.9 (no unit)
Translational free energy: 1.966 eV
```
